\section*{Coordinate transformation of steady heat conduction with incompressible flow}

A fluid of constant volumetric heat capacity $C$ moves with velocity $\mathbf v(\mathbf x)$ through a medium of thermal conductivity $\kappa(\mathbf x)$, a symmetric positive tensor. The steady temperature $T$ obeys
\begin{equation}
C\,\mathbf v\cdot\nabla T=\nabla\cdot(\kappa\nabla T),\qquad \nabla\cdot\mathbf v=0. \label{heat}
\end{equation}
In a porous bed, $\mathbf v$ is the Darcy velocity (volume flow per total area), $C$ belongs to the fluid, $\kappa$ belongs to the saturated bed, and grains and fluid share one local temperature.

An invertible, continuous, piecewise smooth map $\mathbf x'=\mathbf F(\mathbf x)$ has the Jacobian matrix and determinant
\begin{equation}
A_{ij}=\frac{\partial x'_i}{\partial x_j},\qquad J=\det A>0 .
\end{equation}
The coordinates $\mathbf x'$ are then read as Cartesian coordinates of a second physical space, filled with another medium. There we want the temperature $T'(\mathbf x')=T(\mathbf x)$. The problem is to find the medium and the flow that produce it.

\section*{(a) Gradients and fluxes}

\textbf{Question.} How are $\nabla T$ and $\nabla'T'$ related? For a vector field $\mathbf w$, define $\mathbf w'=A\mathbf w/J$. What is $\nabla'\cdot\mathbf w'$, and what happens to the flux through a surface?

\textbf{Solution.} The chain rule gives $\partial T/\partial x_j=\sum_i A_{ij}\,\partial T'/\partial x'_i$, that is,
\begin{equation}
\nabla T=A^{\mathsf T}\nabla'T',\qquad \nabla'T'=A^{-\mathsf T}\nabla T. \label{grad}
\end{equation}
Take a smooth test function $\varphi$ that vanishes on the boundary, and carry it over by $\varphi'(\mathbf x')=\varphi(\mathbf x)$. Since $dV'=J\,dV$,
\begin{align}
\int\nabla'\varphi'\cdot\mathbf w'\,dV'
&=\int (A^{-\mathsf T}\nabla\varphi)\cdot\frac{A\mathbf w}{J}\,J\,dV\nonumber\\
&=\int(\nabla\varphi)^{\mathsf T}A^{-1}A\,\mathbf w\,dV
=\int\nabla\varphi\cdot\mathbf w\,dV .
\end{align}
Integrate both ends by parts; the boundary terms vanish with $\varphi$:
\begin{equation}
\int\varphi'\,\nabla'\cdot\mathbf w'\,dV'=\int\varphi\,\nabla\cdot\mathbf w\,dV
=\int\varphi'\,\frac{\nabla\cdot\mathbf w}{J}\,dV'.
\end{equation}
Because $\varphi'$ is arbitrary,
\begin{equation}
\nabla'\cdot\left(\frac{A\mathbf w}{J}\right)=\frac{\nabla\cdot\mathbf w}{J}. \label{piola}
\end{equation}
No derivative of $A$ was taken, so the integral form also holds where the map has a kink.

For the surface flux, let a thin cylinder have base $\mathbf n\,dS$ and side $d\boldsymbol\ell$. Its volume $d\boldsymbol\ell\cdot\mathbf n\,dS$ is multiplied by $J$, while its side becomes $A\,d\boldsymbol\ell$. Hence $(A\,d\boldsymbol\ell)\cdot\mathbf n'dS'=J\,d\boldsymbol\ell\cdot\mathbf n\,dS$ for every $d\boldsymbol\ell$, so $\mathbf n'dS'=JA^{-\mathsf T}\mathbf n\,dS$ and
\begin{equation}
\mathbf w'\cdot\mathbf n'\,dS'=\frac{A\mathbf w}{J}\cdot JA^{-\mathsf T}\mathbf n\,dS=\mathbf w\cdot\mathbf n\,dS. \label{surface}
\end{equation}
The flux through a surface equals the flux through its image.

\section*{(b) The transformed medium and flow}

\textbf{Question.} Keep the heat capacity at $C'=C$. Which $\kappa'$ and $\mathbf v'$ make $T'$ obey an equation of the form (\ref{heat})? Is the new flow incompressible?

\textbf{Solution.} Divide (\ref{heat}) by $J$. For conduction, use (\ref{piola}) with $\mathbf w=\kappa\nabla T$, then (\ref{grad}):
\begin{equation}
\frac{\nabla\cdot(\kappa\nabla T)}{J}
=\nabla'\cdot\left(\frac{A\kappa\nabla T}{J}\right)
=\nabla'\cdot\left(\frac{A\kappa A^{\mathsf T}}{J}\nabla'T'\right).
\end{equation}
For advection, (\ref{grad}) suffices:
\begin{equation}
\frac{C\,\mathbf v\cdot\nabla T}{J}=\frac{C\,\mathbf v\cdot A^{\mathsf T}\nabla'T'}{J}
=C\,\frac{A\mathbf v}{J}\cdot\nabla'T'.
\end{equation}
Therefore $C\,\mathbf v'\cdot\nabla'T'=\nabla'\cdot(\kappa'\nabla'T')$ with
\begin{equation}
\boxed{\;C'=C,\qquad \kappa'=\frac{A\kappa A^{\mathsf T}}{J},\qquad \mathbf v'=\frac{A\mathbf v}{J}\;} \label{rule}
\end{equation}
Setting $\mathbf w=\mathbf v$ in (\ref{piola}) gives $\nabla'\cdot\mathbf v'=0$. The new conductivity is symmetric, and it is positive because $\mathbf g^{\mathsf T}\kappa'\mathbf g=(A^{\mathsf T}\mathbf g)^{\mathsf T}\kappa(A^{\mathsf T}\mathbf g)/J>0$ for $\mathbf g\neq0$.

With $\kappa'$ and $C$ fixed as above, requiring the advection terms to match for every direction of $\nabla'T'$ forces this $\mathbf v'$. The velocity rule is thus one half of a pair: the conductivity must be transformed too.

The steady equation contains the product $C\mathbf v$ alone, so $A\mathbf v$ with heat capacity $C/J$ would give the same temperature. But $A\mathbf v=J\mathbf v'$ has divergence $\mathbf v'\cdot\nabla'J$, which is nonzero wherever $J$ varies along the flow. An incompressible fluid cannot follow it there.

A dimensionless example tests each term. Take $C=1$ and
\begin{align*}
\mathbf F&=\left(e^{0.4x},\;y(1+\tfrac{x^2}{5})+\tfrac13\sin x,\;ze^{0.3y}+\tfrac{xy}{5}\right),\\
T&=\sin(x+2y)+xz^2+yz,\\
\mathbf v&=\nabla\times(yz^2,\;z\sin x,\;x^2y+\cos y),\\
\kappa&=\begin{pmatrix}2+x^2&y/4&1/5\\ y/4&3+z^2&x/5\\ 1/5&x/5&2+y^2\end{pmatrix}
\end{align*}
at $(0.3,0.5,0.7)$, where $J=0.5334$. This $T$ need not solve (\ref{heat}), since the identities hold term by term. Differentiation in the new coordinates gives an advection term of $0.2617$, against $0.1396/0.5334=0.2617$, and a conduction term of $-24.88$, against $-13.273/0.5334=-24.88$. The divergence of $A\mathbf v/J$ vanishes to rounding error, while that of $A\mathbf v$ is $-0.235$.

\section*{(c) Boundaries and the field outside a device}

\textbf{Question.} Let $\mathbf F$ be the identity outside a bounded device. What does an observer outside see?

\textbf{Solution.} Outside, $A$ is the unit matrix, so medium, flow and temperature are the original ones. At the edge and at internal kinks, $T'$ is continuous because $T$ and $\mathbf F$ are. The heat flux measured from a reference temperature $T_0$,
\begin{equation}
\mathbf q=C\mathbf v(T-T_0)-\kappa\nabla T, \label{q}
\end{equation}
becomes $\mathbf q'=A\mathbf q/J$, and by (\ref{surface}) its normal part stays continuous.

The mapped field is also the one that arises. Suppose two solutions with the same boundary temperatures differ by $d$. Multiply the equation for $d$ by $d$ and integrate. The advection side is $\frac C2\int\nabla'\cdot(\mathbf v'd^2)\,dV'=0$, since $d=0$ on the boundary; the conduction side is $-\int\nabla'd\cdot\kappa'\nabla'd\,dV'$. Hence $\nabla'd=0$ and $d=0$. This argument takes $\mathbf v'$ as given and $\kappa'$ as independent of temperature. Under these conditions the device leaves no trace outside.

\section*{(d) Sources and time dependence}

\textbf{Question.} Add a heat source $S$ per volume and a storage term $C_s\,\partial T/\partial t$. What must change?

\textbf{Solution.} For a map and flow fixed in time, divide
\begin{equation}
C_s\frac{\partial T}{\partial t}+C\,\mathbf v\cdot\nabla T=\nabla\cdot(\kappa\nabla T)+S
\end{equation}
by $J$. Advection and conduction transform as before, and the remaining terms require
\begin{equation}
C_s'=C_s/J,\qquad S'=S/J. \label{storage}
\end{equation}
Unchanged heat capacity is allowed in the steady state because storage then multiplies zero. In a pure fluid $C_s=C$, so the steady rule fails in a transient wherever $J\neq1$. In a porous bed $C_s$ includes the solid and can in principle be altered while the fluid's $C$ is kept. A linear heat loss $H(T-T_0)$ is a source too and needs $H'=H/J$.

\section*{(e) Producing the flow}

\textbf{Question.} The velocity cannot be prescribed at will; some force must drive it. Show how a porous medium can supply $\mathbf v'$, even when viscosity depends on temperature.

\textbf{Solution.} Darcy's law with permeability tensor $k$ and viscosity $\eta(T)$ is
\begin{equation}
\mathbf v=-\frac{k}{\eta(T)}\nabla p,\qquad \nabla\cdot\mathbf v=0 .
\end{equation}
Choose $k'=AkA^{\mathsf T}/J$ and $p'(\mathbf x')=p(\mathbf x)$. The viscosity at corresponding points is equal because the temperature is. Then
\begin{equation}
-\frac{k'}{\eta(T')}\nabla'p'
=-\frac{AkA^{\mathsf T}}{J\,\eta(T)}A^{-\mathsf T}\nabla p
=\frac{A}{J}\left(-\frac{k}{\eta(T)}\nabla p\right)=\frac{A\mathbf v}{J}.
\end{equation}
The permeability pattern thus generates the required flow.

\section*{(f) Radial maps in a layer}

\textbf{Question.} In a flat layer, map $r'=f(r)$, keeping the angle $\theta$ and the height. For isotropic $\kappa$, find the transformed quantities. Apply them to a concentrator that squeezes a disk of radius $m$ into a core of radius $a<m$, and to a cloak that opens a point into a hole.

\textbf{Solution.} Take fields that do not vary over the height. The vertical conductivity, which (\ref{rule}) would change to $\kappa/J$, then carries no heat, and only the in-plane components are needed; $A$ and $\kappa'$ below denote these. Let $s=df/dr$. A radial length $dr$ becomes $s\,dr$, and an arc $r\,d\theta$ becomes $f\,d\theta$. In the local polar directions,
\begin{equation}
A=\mathrm{diag}\left(s,\frac fr\right),\qquad J=\frac{sf}{r}.
\end{equation}
Insert this in (\ref{rule}):
\begin{align}
\kappa'_r&=\frac{\kappa s^2}{J}=\kappa\frac{sr}{f}, &
\kappa'_\theta&=\frac{\kappa(f/r)^2}{J}=\kappa\frac{f}{sr},\label{kpolar}\\
v'_r&=\frac{s\,v_r}{J}=v_r\frac rf, &
v'_\theta&=\frac{(f/r)v_\theta}{J}=\frac{v_\theta}{s}.\label{vpolar}
\end{align}
The permeability follows (\ref{kpolar}) with $k$ in place of $\kappa$.

For the concentrator, put $\beta=m/a$ and
\begin{equation}
f=\begin{cases}r/\beta,& r<m,\\ a+s(r-m),& m<r<b,\end{cases}\qquad s=\frac{b-a}{b-m}\ \text{in the shell},
\end{equation}
with $f=r$ beyond $b$. In the core $A$ is the unit matrix divided by $\beta$ and $J=1/\beta^2$, so
\begin{equation}
\kappa'=\kappa,\qquad k'=k,\qquad \mathbf v'=\beta\mathbf v,\qquad \nabla'T'=\beta\nabla T. \label{core}
\end{equation}
The core keeps the ordinary bed material; the shell does the focusing. As $m\to b$ at fixed $a$, $s$ diverges, and so does the radial conductivity required of the shell.

For the cloak, $f\to a$ while $r\to0$ at finite $s$. Then $\kappa'_r\to0$ and $\kappa'_\theta\to\infty$ at the hole. The map is no longer invertible there, so this limit lies outside the statement proved above.

\section*{(g) A water-saturated concentrator}

\textbf{Question.} A horizontal bed of glass beads has thickness $t=10$ mm, $\kappa=0.90$ W/(m K) and permeability 10 $\mu$m$^2$. Water with $C=4.18$ MJ/(m$^3$ K) seeps along $x$ at $u=20$ $\mu$m/s. The test region is a disk of radius $R=16$ mm, coldest at $x=-R$ and $\Delta T=10$ K warmer at $x=R$. Take $a=5$, $m=8$ and $b=12$ mm. Find the core's speed, temperature gradient and heat current.

\textbf{Solution.} In the original bed let $\vartheta(x)$ be the temperature above the cold side. Uniform flow remains a Darcy solution when $\eta$ varies with $x$, since $dp/dx=-\eta u/k$ can be integrated. The heat equation $Cu\,\vartheta_x=\kappa\,\vartheta_{xx}$ has solutions $1$ and $e^{x/\ell}$, with
\begin{equation}
\ell=\frac{\kappa}{Cu}=\frac{0.90}{4.18\times10^6\times20\times10^{-6}}\ \mathrm{m}=10.77\ \mathrm{mm}.
\end{equation}
The two end temperatures fix
\begin{equation}
\vartheta=\Delta T\,\frac{e^{x/\ell}-e^{-P}}{e^P-e^{-P}},\qquad P=\frac R\ell=1.486 .
\end{equation}
This profile also sets the temperature around the rim of the disk. At the centre,
\begin{align}
\vartheta(0)&=\frac{\Delta T}{e^P+1}=1.84\ \mathrm K,\\
\vartheta_x(0)&=\frac{\Delta T}{\ell(e^P-e^{-P})}=0.2215\ \mathrm{K/mm}.
\end{align}
For $P\to0$ the first result tends to $\Delta T/2$, the value for pure conduction. Flow from the cold side lowers it.

In the flux (\ref{q}), measured from the cold side, the exponentials cancel because $\kappa/\ell=Cu$:
\begin{equation}
q_x=Cu\vartheta-\kappa\vartheta_x=-\frac{Cu\,\Delta T}{e^{2P}-1}=-45.1\ \mathrm{W/m^2}.
\end{equation}
The minus sign means that conduction towards the cold side exceeds the heat carried by the water.

With $\beta=8/5=1.6$, (\ref{core}) gives a core speed of $1.6\times20=32$ $\mu$m/s and a central gradient of $1.6\times0.2215=0.354$ K/mm. The core's diameter perpendicular to the flow is the image of a segment of length $2m$, so by (\ref{surface}) its heat current is
\begin{equation}
I=2mt\,q_x=2(0.008)(0.010)(-45.09)\ \mathrm W=-7.21\ \mathrm{mW}.
\end{equation}

The shell has $s=7/4=1.75$. From its inner to its outer edge, $\kappa'_r$ falls from about 2.5 to 1.6 W/(m K), while $\kappa'_\theta$ rises from about 0.32 to 0.51 W/(m K).

A finite-volume solution of the coupled Darcy and heat equations tests these predictions. It receives the transformed conductivity and permeability and the rim values of temperature and pressure, but not $\mathbf v'$. Its viscosity starts at 1.0 mPa s and falls by 2\% of that value per kelvin. On a grid of $128\times128$ cells it gives 32.00 $\mu$m/s, 0.3553 K/mm and $-7.216$ mW. The largest velocity error is 0.07\% of $u$, and the largest temperature error is 0.4 mK. Halving the cell size from a $64\times64$ grid reduces the rms temperature error by a factor of 4.0, as expected of a second-order method.

The solved gradient is 0.25\% above the mapped one because it was taken from the $\cos\theta$ part of $T'$ on a ring of radius $r'=0.94$ mm. With $\epsilon=\beta r'/\ell$, the cubic term of $e^{\epsilon\cos\theta}$ raises that estimate by the fraction $\frac{\epsilon^2}{3}\langle\cos^4\theta\rangle=\epsilon^2/8\approx0.24\%$, which is the size of the difference.

\section*{(h) When the rule is broken}

\textbf{Question.} What happens if the flow or the storage is left untransformed? Which neglected effects matter in a real bed?

\textbf{Solution.} First keep the transformed conductivity and the rim temperatures, but impose the uniform velocity $u$ everywhere. The largest temperature disturbance outside the device ($b<r'<R$) rises from 0.17 mK, the numerical error, to about 80 mK.

Next restore the correct flow and hold it steady. Start the region at the cold-side temperature and apply the rim profile at time zero, with bed storage $C_s=2.80$ MJ/(m$^3$ K). The reference is the untransformed bed on the same $64\times64$ grid. Over 200 s, in steps of 5 s, the largest outside difference is 1.2 mK with $C_s/J$ and 374 mK with $C_s$ unchanged. The second value is not converged: with shorter time steps, and with the edge of the device included, it rises to between 0.41 and 0.42 K. The core would need $2.80/0.3906=7.2$ MJ/(m$^3$ K), more than water itself provides. The steady rule avoids this demand.

The inputs are rough values for water and beads of about 0.1 mm. The bed conductivity of 0.90 W/(m K) is on the high side: at a porosity near 0.4 it needs glass of about 1.1 to 1.2 W/(m K), and glass of 1.0 W/(m K) would give at most about 0.85. A real shell would have to approximate smooth anisotropic tensors by layers or channels, with conductivity and permeability following the same pattern. The error of such an approximation is not computed here. The radial conductivity exceeds that of water (roughly 0.6 W/(m K)) and of ordinary glass (roughly 1 W/(m K)), while the angular one lies below that of water. The shell therefore needs both good and poor conductors. For example, thin radial walls of two alternating materials with equal thickness would need about 4.9 and 0.17 W/(m K) at the inner edge.

Heat loss through the plates can change the temperature noticeably. For a room at the cold-side temperature and a loss coefficient of 1 W/(m$^2$ K) per plate, representing foam insulation, the largest temperature change in the region is 35 mK. For 10 W/(m$^2$ K), representing bare plates, it is 335 mK. These are changes of the whole field. The part caused by the device, found by comparison with an untransformed bed that has the same loss, is much smaller: about 2 mK and 20 mK outside the device.

Heat conducted along the plates matters too, because uniform plates do not follow the rule for $\kappa'$. If the plates share the bed's local temperature, two acrylic plates of 2 mm and 0.2 W/(m K) make the device disturb the outside field by about 17 mK, measured against an untransformed bed with the same plates and rim temperatures (relative to the bed without plates the outside field shifts by about 90 mK, and by about 440 mK for the glass plates below). Two glass plates of 3 mm and 1 W/(m K) raise this to about 60 mK. Thin, poorly conducting plates are therefore needed.

The other effects are given on their own scales, not as temperature changes across the region:
\begin{itemize}
\item The viscosity changes by 20\% across the region. It is included in the solution and preserves the form, as part (e) shows.
\item The bed conductivity changes by about 1.5\%. The local rule for $\kappa'$ still applies at each temperature if both shell components change in the same proportion as the bed, which a composite need not do; the background profile shifts in any case.
\item Buoyancy has a speed scale of 0.25 $\mu$m/s in the ordinary bed, or 1.2\% of $u$; in a thin layer it acts through the horizontal gradient of the hydrostatic pressure, which follows $\nabla'T'$, so the buoyant flow maps like $A\mathbf v/J$ and the device raises it by at most $\beta=1.6$ over its value at the original point. This thin-layer estimate gives a largest speed of about 0.12 $\mu$m/s, near the warm rim. Thermal expansion of 0.25\% limits the accuracy of $\nabla\cdot\mathbf v=0$.
\item Mixing between grains has the conductivity scale $Cvd$, with $d$ the grain size. At the highest speed this is 1.5\% of $\kappa$.
\item The grain Reynolds number is 0.003, which supports Darcy's law. Viscous heating is of order 10 $\mu$K.
\end{itemize}
The numerical output below lists most of the underlying values.

\section*{Values computed for the example and the checks}
\begin{verbatim}
3D map: det A = 0.5334
3D advection v.grad T: old 0.139590, new 0.261690
3D conduction div(k grad T): old -13.273014, new -24.882973
3D div of A v/det A = 2.8e-16; of A v = -0.2347
radii core, source, shell, rim = 5, 8, 12, 16 mm
layer thickness = 10 mm; grain = 0.1 mm
background speed = 20 um/s; temperature difference = 10 K
bed conductivity = 0.90 W/(m K)
fluid heat capacity = 4.18 MJ/(m3 K)
bed storage capacity = 2.80 MJ/(m3 K)
permeability = 10 um2; viscosity = 1.0 mPa s
viscosity fall = 2.0 %/K, over range 20 %
decay length kappa/(C u) = 10.766 mm
Peclet number C u R/kappa = 1.486
squeeze ratio = 1.600; core det A = 0.3906
shell slope dr'/dr = 1.750
shell radial conductivity, cell range = 1.579 to 2.500 W/(m K)
shell angular conductivity, cell range = 0.324 to 0.513 W/(m K)
core conductivity = 0.900 W/(m K)
core speed: solved 32.004, mapped 32.000 um/s
centre temperature above cold side, background = 1.8449 K
centre gradient, background = 0.2215 K/mm
core gradient: solved 0.3553, mapped 0.3544 K/mm
background heat flux along x = -45.093 W/m2
core heat current: solved -7.2155, mapped -7.2148 mW
largest velocity error / background speed = 6.74e-04
temperature rms error: 64 grid 0.5159, 128 grid 0.1290 mK
error ratio = 4.00; largest error = 0.412 mK
outside disturbance, transformed flow = 0.169 mK
outside disturbance, untransformed flow = 80.158 mK
transient: 40 steps of 5 s
transient disturbance, storage/det A = 1.156 mK
transient disturbance, storage unchanged = 373.869 mK
plate loss, 1 W/(m2 K): largest change = 35.3 mK
plate loss, 10 W/(m2 K): largest change = 334.8 mK
buoyant speed scale = 0.245 um/s, 1.23 % of flow
water expansion over range = 0.25 %
conductivity change over range = 1.5 %
grain Peclet number (dispersion scale) = 0.0149
grain Reynolds number = 0.0032
viscous heating scale = 7.28 uK
\end{verbatim}
